# Copper ion insertion into a low-k dielectric: a Born estimate

## Problem

A copper electrode touches a dielectric film of relative permittivity $k=2.5$. A copper atom leaves the metal and comes to rest deep inside the film as a singly charged ion, while its electron stays in the electrode. Estimate the energy this costs from the following data:

- cohesive energy of copper, $E_{\rm coh}=3.49$ eV per atom;
- first ionization energy of the free atom, $I=7.73$ eV;
- work function of the electrode, $W=4.65$ eV;
- radius of the ion, treated as a charged sphere, $a=0.077$ nm.

Then decide how far the estimate can be trusted, and what it implies for the amount of copper in the film.

## A tempting solution

Take the process in stages. Evaporating the atom costs $E_{\rm coh}$. Ionizing it costs $I$. Returning the electron to the metal gains $W$. So far the cost is

$$
S=E_{\rm coh}+I-W=3.49+7.73-4.65=6.57\ {\rm eV}.
$$

The ion must also exist as a charged sphere inside the dielectric. Charging a sphere of radius $a$ in a medium of permittivity $k$ takes the work

$$
\frac{e^2}{8\pi\varepsilon_0 k a}=3.74\ {\rm eV}.
$$

Adding it gives $6.57+3.74=10.31$ eV, and one concludes that copper ions cannot enter the film.

## Where it fails

The charging formula is correct, but it has been used for the wrong step. A limiting case shows this. Let $k\to1$, so that the "dielectric" is empty space. The ion is then simply a free ion far from the metal, and its cost must be $S=6.57$ eV. The tempting solution gives instead $6.57+9.35=15.92$ eV, where 9.35 eV is the charging work in vacuum.

The excess is a double count. The ionization energy is the full energy difference between the free atom and the free ion with its electron removed. It therefore already includes the energy of the electric field that surrounds the ion in vacuum. What remains is the *change* in field energy when the ion moves from vacuum into the dielectric. That change is negative, because the polarized medium weakens the field. The error thus affects the sign of the last term as well as its size.

## The right solution

### The cycle

Energy is a function of state, so the insertion may be replaced by any sequence with the same beginning and end:

1. evaporate a copper atom: $+E_{\rm coh}$;
2. ionize it, leaving the electron at rest in vacuum: $+I$;
3. put the electron into the metal at the Fermi level: $-W$;
4. carry the ion from vacuum into the dielectric: $\Delta U$.

Two assumptions enter here. The copper is clean metal, so that $E_{\rm coh}$ is the right cost of an atom. The interface carries no dipole beyond the one contained in $W$; an additional potential step $\Delta\phi$ between metal and film would add $e\,\Delta\phi$ to the result.

### The transfer energy

Let the ion carry charge $q$ on a sphere of radius $a$, and let the medium outside be linear and uniform. Gauss's law for a sphere of radius $r>a$ reads

$$
4\pi r^2\,\varepsilon_0 k\,E(r)=q
\quad\Rightarrow\quad
E(r)=\frac{q}{4\pi\varepsilon_0 k r^2}.
$$

Integrating the field from $a$ to infinity gives the surface potential $\phi(a)=q/(4\pi\varepsilon_0 k a)$. Adding a charge $dq$ takes work $\phi(a)\,dq$. The total work for charge $e$ is

$$
U(k)=\int_0^e\frac{q\,dq}{4\pi\varepsilon_0 k a}
=\frac{e^2}{8\pi\varepsilon_0 k a}=\frac{B}{k},
\qquad B=\frac{e^2}{8\pi\varepsilon_0 a}.
$$

The factor $\tfrac12$ arises because the potential grows with the charge already present. The transfer from vacuum ($k=1$) to the dielectric changes the energy by

$$
\Delta U=\frac{B}{k}-B=-B\left(1-\frac1k\right).
$$

The static permittivity belongs here, since the ion stays long enough for the atoms of the film to relax. The insertion energy is therefore

$$
E_{\rm ins}=E_{\rm coh}+I-W-B\left(1-\frac1k\right).
$$

### The number

With $C=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm,

$$
B=\frac{C}{2a}=\frac{1.43996}{2\times0.077}=9.350\ {\rm eV},
\qquad
B\left(1-\frac1{2.5}\right)=9.350\times0.6=5.610\ {\rm eV},
$$

$$
E_{\rm ins}=6.57-5.61=0.96\ {\rm eV},
$$

or 92.6 kJ/mol. A numerical solution of Poisson's equation outside the sphere, once in vacuum and once with $k=2.5$, gives the same 0.96 eV. This confirms the electrostatics, but not the physical model.

## Why an ion, and what k does

In this model a neutral atom has no Born term. If its bonding to the film and the strain around it are neglected, as they are for the ion, it costs $E_{\rm coh}=3.49$ eV, which is 2.53 eV more than the ion. The ion is cheaper when

$$
E_{\rm ins}<E_{\rm coh}
\quad\Leftrightarrow\quad
B\left(1-\frac1k\right)>I-W=3.08\ {\rm eV}.
$$

Dividing by $B$ and solving for $k$ gives the threshold

$$
k>\frac{1}{1-(I-W)/B}=\frac{1}{1-3.08/9.350}=1.49 .
$$

At fixed radius, a larger $k$ lowers the cost further. Setting $E_{\rm ins}=0$ means $B(1-1/k)=S$, hence

$$
k_0=\frac{1}{1-S/B}=\frac{1}{1-6.57/9.350}=3.36 .
$$

For a uniform medium with $k=4$ the formula gives $6.57-9.350\times0.75=-0.44$ eV. Taken literally, copper would enter such a film until the ions interacted or the sites filled up. This is a statement about the model with $a$ held at 0.077 nm, not an observation about dense oxides. It warns that a small difference between large terms can change sign.

The charge $+1$ was given in the problem, not derived. Removing a second electron costs a further 20.29 eV and returns another $W$, while the Born term becomes four times as large, because it grows as the square of the charge. With the same radius the doubly charged ion costs

$$
6.57+20.29-4.65-4\times5.610=-0.23\ {\rm eV},
$$

which is less than the 0.96 eV of the singly charged one. With a radius of 0.085 nm for both, the order is reversed: 1.88 eV against 1.49 eV. For equal radii the two costs cross at 0.083 nm. Equal radii favour the singly charged ion, because the doubly charged one is smaller in crystals; with a radius of 0.073 nm it would cost $-1.46$ eV. The model therefore cannot decide which charge the ion carries, and the results below are for the singly charged ion only.

## How firm is 0.96 eV?

### The radius

The radius enters through $B=C/(2a)$. Differentiating,

$$
\frac{dE_{\rm ins}}{da}
=-\left(1-\frac1k\right)\frac{d}{da}\frac{C}{2a}
=\left(1-\frac1k\right)\frac{C}{2a^2}
=\frac{B(1-1/k)}{a}
=\frac{5.610}{0.077}=72.9\ {\rm eV/nm}.
$$

A change of only 0.005 nm matters: the insertion energy is 0.57 eV for the smaller radius and 1.30 eV for the larger. The downward shift is the greater one because $1/a$ is curved. An ionic radius is not a sharp physical boundary, and the radius that suits the charging formula need not equal the one deduced from distances in crystals. In a density-functional calculation of the free Cu$^+$ ion, about two of its 28 electrons lie outside 0.077 nm (1.9 to 2.1, depending on the basis). A sphere of that size therefore sits inside the electron cloud, where no dielectric can be. Water offers a comparison. The hydration free energy of Cu$^+$ is about $-6$ eV, and the formula with $k\approx78$ reproduces it only if $a\approx0.12$ nm. In the film that radius would give

$$
E_{\rm ins}=6.57-\frac{1.43996}{2\times0.12}\times0.6=2.97\ {\rm eV}.
$$

A radius fitted to water need not hold in a solid film, but the comparison shows that even the first digit of 0.96 eV rests on the choice of radius.

### The permittivity next to the ion

A film with $k=2.5$ may be a porous solid, whose permittivity is an average over skeleton and pores. The ion responds mostly to its immediate surroundings. To see how much, write the energy as field energy. For a permittivity $k(r)$ that depends on radius, Gauss's law still gives $E=e/(4\pi\varepsilon_0 k(r)r^2)$, so

$$
U=\int_a^\infty\frac{\varepsilon_0k(r)}{2}E^2\,4\pi r^2\,dr
=\frac C2\int_a^\infty\frac{dr}{k(r)\,r^2}.
$$

In a uniform medium the fraction of this energy lying between $a$ and $b$ is

$$
\frac{1/a-1/b}{1/a}=1-\frac ab .
$$

For $b=0.3$ nm it is 0.743. About three quarters of the field energy lies within a distance comparable to a few bond lengths, where an average over pores has no clear meaning.

Now let the permittivity be $k_s$ between $a$ and $b$, and $k$ beyond. The integral splits into two parts:

$$
U=\frac C2\left[\frac1{k_s}\left(\frac1a-\frac1b\right)+\frac1{kb}\right].
$$

The vacuum energy is $\frac C2\left[\left(\frac1a-\frac1b\right)+\frac1b\right]$. Subtracting $U$ from it gives the stabilization, and so

$$
E_{\rm ins}=S-\frac C2\left[\left(1-\frac1{k_s}\right)\left(\frac1a-\frac1b\right)+\left(1-\frac1k\right)\frac1b\right].
$$

For $k_s=k$ the terms in $1/b$ cancel and the uniform result returns. Three cases, all with $k=2.5$ outside the shell and $a$ unchanged, show the range:

- A dense skeleton around the ion, $k_s=4$ out to 0.3 nm, gives $-0.08$ eV.
- A weakened response, $k_s=2.1$ out to 0.3 nm, gives 1.49 eV.
- An empty pore, $k_s=1$ out to 1 nm with the ion at its centre, gives 6.14 eV.

In the last case nearly all the stabilization is lost. The centre is a maximum of the energy, however: an ion is drawn towards the pore wall, and one ionic radius from the wall the same continuum model gives about 4.2 eV, still far above the skeleton values. Within this model the ion therefore belongs in the skeleton rather than in the open space of a pore.

There is also a reason to doubt a linear response. The field at the surface of the model sphere is

$$
\frac{C}{e\,k a^2}=971\ {\rm MV/cm},
$$

where $C/e$ is in V nm. This is far above the fields of a few MV/cm that such films roughly withstand. The comparison does not show that the ion causes breakdown, since those fields are averages over a whole film. It does mean that a permittivity measured in weak fields is being used well outside its established range.

## The electrodes and an applied field

The ion was placed deep in the film. Near a metal it is attracted by the charge it induces. For one plane electrode at distance $x$, this charge acts like an image $-e$ at distance $2x$ from the ion, and the attractive force is $C/[k(2x)^2]$. Measured from its value far away, the energy is

$$
-\int_x^\infty\frac{C}{4ks^2}\,ds=-\frac{C}{4kx},
$$

which is $-0.144$ eV at 1 nm. Midway between two grounded electrodes a distance $L$ apart, the images lie at distances $nL$ on both sides with signs $(-1)^n$. Induced charges contribute half the product of charge and potential, so

$$
U_{\rm mid}=\frac12\,\frac Ck\,2\sum_{n=1}^{\infty}\frac{(-1)^n}{nL}
=-\frac{C\ln2}{kL}.
$$

For a film of $L=20$ nm this is $-0.020$ eV, which is small beside the uncertainties above.

Now make the copper electrode positive, so that the field drives ions into the film. Let $F$ be the force on the ion in eV/nm. For the nearby electrode alone,

$$
U(x)=E_{\rm ins}-\frac{C}{4kx}-Fx,
\qquad
\frac{dU}{dx}=\frac{C}{4kx^2}-F .
$$

The derivative vanishes at $x_m=\sqrt{C/(4kF)}$. The second derivative, $-C/(2kx^3)$, is negative, so this point is a maximum. Multiplying the condition $C/(4kx_m^2)=F$ by $x_m$ shows that the two lowering terms are equal there. Their sum is

$$
2Fx_m=2F\sqrt{\frac{C}{4kF}}=\sqrt{\frac{CF}{k}} .
$$

A field of 1 MV/cm corresponds to $F=0.1$ eV/nm. Then

$$
x_m=\sqrt{\frac{1.43996}{4\times2.5\times0.1}}=1.20\ {\rm nm},
\qquad
\sqrt{\frac{1.43996\times0.1}{2.5}}=0.240\ {\rm eV}.
$$

The maximum lies at $0.96-0.24=0.72$ eV. It is the top of a smooth electrostatic profile. The barriers between neighbouring sites, which an ion must cross in order to move, are not included. Neither 0.96 eV nor 0.72 eV should therefore be read as the activation energy of copper drift.

## How much copper enters at equilibrium?

Without an applied field, let the film offer $N$ equivalent sites, of which $n$ hold an ion. The metal supplies copper freely, so $n$ adjusts itself to minimize

$$
G(n)=nE_{\rm ins}-k_BT\ln\frac{N!}{n!\,(N-n)!}.
$$

For large numbers $\ln m!\approx m\ln m-m$, and the derivative of $\ln m!$ is $\ln m$. Hence

$$
\frac{dG}{dn}=E_{\rm ins}-k_BT\ln\frac{N-n}{n}=0
\quad\Rightarrow\quad
\frac{n}{N-n}=e^{-E_{\rm ins}/k_BT}.
$$

When few sites are filled, $N-n\approx N$ and $n\approx N e^{-E_{\rm ins}/k_BT}$. This step requires $E_{\rm ins}$ to be positive and several times $k_BT$.

At 400 K, $k_BT=0.0345$ eV and the exponent is about $-27.8$. With an assumed site density of $10^{22}$ cm$^{-3}$, the density of singly charged ions is $8.1\times10^{9}$ cm$^{-3}$. This leaves out the attraction to the electrodes. At 1 nm from an electrode the image energy of $-0.144$ eV raises the density by a factor $e^{0.144/0.0345}\approx65$, so the ions are not spread evenly. The exponential magnifies every error in the energy: reducing the radius by 0.005 nm multiplies this density by $8.1\times10^{4}$. The model therefore does not predict a useful concentration.

It remains to check that the ions do not disturb one another through their average charge. Let $n$ now denote the density, taken as uniform between grounded electrodes; the excess close to them is left out. Poisson's equation is $\phi''=-en/(\varepsilon_0k)$. Its solution vanishing at $x=0$ and $x=L$ is

$$
\phi(x)=\frac{en}{2\varepsilon_0k}\,x(L-x),
\qquad
\phi(L/2)=\frac{enL^2}{8\varepsilon_0k}=2.9\times10^{-9}\ {\rm V}.
$$

For a uniform density this is negligible beside $k_BT/e=0.0345$ V. A uniform density raised by the factor $8.1\times10^4$ gives about $2\times10^{-4}$ V. This check has two limits. First, the excess near the electrodes depends on how close the sites reach. If they reach to 0.3 nm, the mean density for $a=0.077$ nm rises to about $2\times10^{13}$ cm$^{-3}$. For the smaller radius the mid-film potential then reaches about 0.02 V, and about 0.15 V for sites down to 0.2 nm, which is no longer negligible. Second, the check assumes that no doubly charged ions enter. At $-0.23$ eV the model admits them: solving Poisson's equation with both ions gives a mean density of about $4\times10^{19}$ cm$^{-3}$ of doubly charged ions and a mid-film potential of about 0.3 V, which lowers the density of singly charged ions there by four orders of magnitude.

Temperature also acts on the energy itself. The charging work at constant temperature is a free energy, whereas $E_{\rm coh}$ contains no thermal motion. Suppose that the three vibration frequencies of a copper atom are halved when it enters the film. A classical oscillator of angular frequency $\omega$ has free energy $k_BT\ln(\hbar\omega/k_BT)$, so the shift is $-3k_BT\ln2=-0.072$ eV. A rise of $k$ by 4 percent, from 2.5 to 2.6, shifts the insertion energy by $-0.144$ eV. Both changes are illustrative assumptions, but they show that corrections of order 0.1 eV are easily reached.

## Beside a real interconnect

The value $k=2.5$ is in the range of porous organosilicate films between copper lines, and 20 nm and 400 K are rough but reasonable values for spacing and hot operation. The field of 1 MV/cm is high for normal use: 1 V across 20 nm gives 0.5 MV/cm. Real lines usually have a barrier layer between copper and dielectric, which breaks the assumption of direct contact. If the barrier is a metal in electrical contact with the copper, the electron in step 3 enters that metal, and its work function replaces $W$. A work function larger by 0.1 eV then lowers $E_{\rm ins}$ by 0.1 eV, other things being equal. The barrier's main purpose is to slow the supply of copper, which an equilibrium energy cannot describe. Oxidized copper changes the cost of supplying an ion, and bonds between the ion and oxygen atoms change the cost of hosting it; neither effect is estimated here. Among the variations tried here for the singly charged ion, the empty pore shifts the result most, followed by the radius taken from hydration, but this ranking depends on the ranges chosen. For an ion in the skeleton, the two shell cases alone span $-0.08$ to 1.49 eV. The defensible conclusion is conditional: for a singly charged ion in the skeleton with an effective radius near 0.077 nm, the model lets dielectric polarization repay most of the 6.57 eV needed to make a free ion. The remaining cost then lies between about 0 and 1.5 eV in the cases tried, and its exact value, and possibly its sign, depends on the local structure. With the radius of 0.12 nm suggested by hydration, the uniform model leaves about 3 eV instead, so a cost near 1 eV is not established for a real film. The main values for $a=0.077$ nm are collected in the numerical output below.

## Computed results

```
Cohesive energy: 3.49 eV
Ionization energy: 7.73 eV
Work function: 4.65 eV
Born radius: 0.077 nm
Relative permittivity k: 2.5 (no unit)
Coulomb constant C: 1.43996 eV nm
Cost before Born transfer: 6.57 eV
Ionization minus work function: 3.08 eV
Born energy in vacuum B: 9.350 eV
Born energy in dielectric B/k: 3.740 eV
Born stabilization: 5.610 eV
Insertion energy, formula: 0.960 eV
Insertion energy, Poisson solution: 0.960 eV
Insertion energy converted: 92.6 kJ/mol
Neutral minus ion insertion: 2.53 eV
k where ion and neutral cost the same: 1.49
k where insertion energy is zero: 3.36
Insertion energy for uniform k=4: -0.44 eV
Radius sensitivity: 72.9 eV/nm
Radius variation tried: 0.005 nm
Insertion energy, smaller radius: 0.57 eV
Insertion energy, larger radius: 1.30 eV
Field at ion surface: 971 MV/cm
Field-energy fraction within 0.3 nm: 0.743
Shell k=4.0 to 0.3 nm, insertion: -0.08 eV
Shell k=2.1 to 0.3 nm, insertion: 1.49 eV
Shell k=1.0 to 1.0 nm, insertion: 6.14 eV
Film thickness: 20 nm
Image energy 1 nm from electrode: -0.144 eV
Image energy at mid-film: -0.020 eV
Applied field: 1.0 MV/cm
Distance of energy maximum: 1.20 nm
Field lowering of maximum: 0.240 eV
Energy at field-lowered maximum: 0.720 eV
Temperature: 400 K
Thermal energy: 0.0345 eV
Assumed site density: 1.0e+22 cm^-3
Dilute ion density: 8.1e+09 cm^-3
Density factor for smaller radius: 8.1e+04
Mid-film space-charge potential: 2.9e-09 V
Shift from halved vibration frequencies: -0.072 eV
Shift if k rises by 4 percent: -0.144 eV
```
